# Surface-diffusion growth of thickness modulations in a stretched free-standing plate

A flat plate occupies $|y|<h$ and extends far along $x$ and $z$. Both faces are free, and a uniform tension $\sigma$ acts along $x$. Atoms can move along each face by surface diffusion, without evaporation and without exchange with the interior. The faces are given a small symmetric ripple,

$$y=\pm H(x,t),\qquad H=h+a(t)\cos kx,\qquad a\ll h,\quad ak\ll1 ,$$

so that the thickness varies while the mid-plane stays flat. The solid is isotropic and linearly elastic with Young modulus $E$ and Poisson ratio $\nu$. The ripple causes no extra strain along $z$ (plane strain), and $E'=E/(1-\nu^2)$. The surface energy $\gamma$, counted per undeformed area, is isotropic and independent of strain, so there is no surface stress. The question is how the growth rate $s=\dot a/a$ depends on $k$, and how it differs from that of a thick solid.

## (a) What drives the atoms?

*Express $s$ through the change of elastic energy density at the face.*

**Solution.** Suppose a thin layer is added to a free face. The potential energy of the body and its loads changes in two ways. The new material carries the energy density $w$ found at the face, and the displacements readjust. The readjustment contributes nothing at first order, because the potential energy is stationary in mechanical equilibrium. The added layer also changes the surface area by the curvature $\kappa$ times the added volume, with $\kappa>0$ at a crest. Per atom of volume $\Omega$, the chemical potential is therefore, up to a constant,

$$\mu=\Omega\,(w+\gamma\kappa).$$

Let $\ell$ be arc length, $n_s$ the number of mobile atoms per area and $D_s$ their diffusivity. The flux and the outward normal velocity are

$$J=-\frac{D_sn_s}{k_BT}\frac{\partial\mu}{\partial\ell},\qquad v_n=-\Omega\frac{\partial J}{\partial\ell}
=M\frac{\partial^2}{\partial\ell^2}(w+\gamma\kappa),\qquad M=\frac{D_sn_s\Omega^2}{k_BT}.$$

At first order in $a$, $\partial/\partial\ell$ becomes $\partial/\partial x$, $v_n$ becomes $\partial H/\partial t$, and $\kappa=-H''=ak^2\cos kx$. Write the first-order change of $w$ as $\hat w\cos kx$. Two derivatives of the cosine give $-k^2$, so

$$s=-Mk^2\left(\frac{\hat w}{a}+\gamma k^2\right).\tag{1}$$

Capillarity always opposes the ripple. Growth needs $\hat w<0$: the thick places must store less energy than the thin ones.

## (b) From energy to stress

*Relate $\hat w$ to the change $\delta\sigma_{xx}$ at the face.*

**Solution.** A small change of strain gives $\delta w=\sigma_{ij}\,\delta\varepsilon_{ij}$, evaluated with the initial stress. Initially $\sigma_{yy}=\sigma_{xy}=0$. A stress $\sigma_{zz}$ may be present, but it does no work because $\delta\varepsilon_{zz}=0$. Hence $\delta w=\sigma\,\delta\varepsilon_{xx}$.

The free face also requires $\delta\sigma_{yy}=0$ there at first order. The condition $\delta\varepsilon_{zz}=(\delta\sigma_{zz}-\nu\,\delta\sigma_{xx})/E=0$ gives $\delta\sigma_{zz}=\nu\,\delta\sigma_{xx}$, and so

$$\delta\varepsilon_{xx}=\frac{\delta\sigma_{xx}-\nu\,\delta\sigma_{zz}}{E}=\frac{\delta\sigma_{xx}}{E'},\qquad
\delta w=\frac{\sigma\,\delta\sigma_{xx}}{E'}.\tag{2}$$

Since the initial stress is uniform, moving the point of evaluation from $y=h$ to the rippled face adds nothing at this order.

## (c) Long waves

*For $kh\ll1$, find $\delta\sigma_{xx}$ from a balance of forces, and from it the growth rate.*

**Solution.** The force per unit width through a section is $N=\int_{-H}^{H}\sigma_{xx}\,dy$. Its derivative contains the moving limits and the integral of $\partial_x\sigma_{xx}=-\partial_y\sigma_{xy}$:

$$\frac{dN}{dx}=H'\left[\sigma_{xx}(H)+\sigma_{xx}(-H)\right]-\sigma_{xy}(H)+\sigma_{xy}(-H).$$

Zero traction along $x$ requires $\sigma_{xy}=H'\sigma_{xx}$ on the top face and $\sigma_{xy}=-H'\sigma_{xx}$ on the bottom face. All terms cancel, so $N$ is the same at every $x$.

Does the ripple change $N$ itself? Replacing $a$ by $-a$ only shifts the pattern by half a wavelength. The mean extension at given force, or the force at given extension, is therefore even in $a$ and changes at order $a^2$. At first order, fixed grips and a fixed load give the same answer, and $N=2h\sigma$.

When the thickness varies slowly, the stress is nearly uniform across each section; part (d) supplies the correction. Then $2H\sigma_{xx}=2h\sigma$, and

$$\sigma_{xx}=\frac{\sigma h}{H}\simeq\sigma\left(1-\frac ah\cos kx\right),\qquad \hat w=-\frac{\sigma^2a}{E'h}.$$

Equation (1) becomes

$$s=Mk^2\left(\frac{\sigma^2}{E'h}-\gamma k^2\right).\tag{3}$$

When also $k^2\ll\sigma^2/(E'h\gamma)$, the capillary term drops out:

$$s\simeq\frac{M\sigma^2}{E'h}\,k^2 .$$

The $k^2$ law thus rests on two conditions, a wavelength long compared with the thickness and a capillary term small compared with the elastic one. In this regime the thickness obeys a diffusion equation with the negative coefficient $-M\sigma^2/(E'h)$. Thin places carry a larger stress, store more energy and lose atoms to the thick places.

The force balance does not need a small ripple. Elasticity solved on the rippled shape with $kh=0.02$ and $a=0.3h$ gives a face stress times local thickness that is constant to a relative $1.0\times10^{-4}$.

## (d) Any wavelength, and the thick solid

*Solve the elastic problem for arbitrary $q=kh$. Recover part (c), find its first correction, and obtain the law for a half-space.*

**Solution.** First-order stresses follow from a biharmonic Airy function $\phi$, with $\sigma_{xx}=\phi_{yy}$, $\sigma_{yy}=\phi_{xx}$ and $\sigma_{xy}=-\phi_{xy}$. The ripple is symmetric in $y$, so

$$\phi=(A\cosh ky+By\sinh ky)\cos kx .$$

At $y=h$, zero traction requires $\sigma_{yy}=0$ and $\sigma_{xy}=\sigma H'=-\sigma ak\sin kx$. The first condition gives $A=-Bh\tanh q$. For the second,

$$\sigma_{xy}=k\sin kx\left[Ak\sinh q+B(\sinh q+q\cosh q)\right].$$

Inserting $A$, the bracket becomes

$$B\left[\sinh q+\frac{q(\cosh^2q-\sinh^2q)}{\cosh q}\right]=B\,\frac{\sinh q\cosh q+q}{\cosh q},$$

and this must equal $-\sigma a$. Hence

$$B=-\frac{\sigma a\cosh q}{\sinh q\cosh q+q}.$$

In $\sigma_{xx}=\phi_{yy}$ at the face, the part $k^2(A\cosh q+Bh\sinh q)$ vanishes by the first condition. What remains is $2kB\cosh q\cos kx$. With $\sinh q\cosh q=\tfrac12\sinh2q$,

$$\delta\sigma_{xx}=-\frac{\sigma a}{h}\,G(q)\cos kx,\qquad G(q)=\frac{4q\cosh^2q}{\sinh2q+2q}.\tag{4}$$

Equations (1) and (2) then give

$$s=Mk^2\left[\frac{\sigma^2}{E'h}\,G(kh)-\gamma k^2\right].\tag{5}$$

**Thin plate.** For small $q$ the numerator is $2q(1+\cosh2q)=4q(1+q^2+\dots)$ and the denominator is $4q(1+q^2/3+\dots)$. Therefore

$$G=1+\tfrac23q^2+O(q^4),$$

which confirms part (c) and gives the size of its error.

**Thick plate.** For large $q$, $\cosh^2q\to e^{2q}/4$ and $\sinh2q\to e^{2q}/2$, so $G\to2q$ and

$$s\to M\left(\frac{2\sigma^2}{E'}k^3-\gamma k^4\right).\tag{6}$$

This is the half-space law. There the disturbance fades over a depth of about $1/k$, so the relative stress change is $2ak$. In a thin plate the disturbance fills the thickness and the relative change is $a/h$. The length $h$ replaces a length proportional to $1/k$, and one power of $k$ is lost.

Equation (5) was tested against elasticity solved on the rippled face itself, combined with the nonlinear diffusion law. For $kh$ between 0.05 and 3 and ripples of at most $10^{-3}h$, the largest difference was $1.5\times10^{-6}$ of the summed sizes of the elastic and capillary terms. With $\gamma=0$, the computed rates follow the power 2.0003 between $kh=0.01$ and 0.02, and the power 3.0000 between $kh=8$ and 16.

## (e) The fastest thickness ripple

*Find the critical and the fastest wavelength of a thin plate, and evaluate them for $h=5.0$ nm, $\sigma=1.50$ GPa, $E'=170.7$ GPa, $\gamma=1.20$ J/m², $T=1100$ K. Compare with a half-space of the same $\sigma$, $E'$, $\gamma$ and $M$.*

**Solution.** Write (3) as $s=M(\alpha k^2-\gamma k^4)$ with $\alpha=\sigma^2/(E'h)$. It vanishes at $k_c^2=\alpha/\gamma$. Setting $ds/dk=2Mk(\alpha-2\gamma k^2)=0$ gives $k_m^2=\alpha/(2\gamma)$. With the dimensionless number $\Lambda=\sigma^2h/(E'\gamma)$,

$$k_c=\frac{\sqrt\Lambda}{h},\qquad k_m=\frac{k_c}{\sqrt2},\qquad s_{\max}=\frac{M\alpha^2}{4\gamma}=\frac{M\sigma^4}{4E'^2h^2\gamma}.\tag{7}$$

The whole unstable band lies at $kh\ll1$ when $\Lambda\ll1$. The next term of $G$ adds $\tfrac23(\sigma^2h/E')k^2=\tfrac23\Lambda\gamma k^2$ inside the bracket of (5), which replaces $\gamma$ by $\gamma(1-\tfrac23\Lambda)$.

For the example,

$$\Lambda=\frac{(1.50\times10^{9})^2\,(5.0\times10^{-9})}{(1.707\times10^{11})(1.20)}=0.0549 .$$

Thus $k_c=\sqrt{0.0549}/(5.0\ \text{nm})=0.0469\ \text{nm}^{-1}$. The critical wavelength $2\pi/k_c$ is 134 nm, and the fastest is $\sqrt2$ times longer, 190 nm. The full function $G$ gives 132 nm and 186 nm.

The rate needs the mobility. With $D_s=1.0\times10^{-15}$ m²/s, $n_s=7.0\times10^{18}$ m⁻² and $\Omega=0.020$ nm³, $M=1.844\times10^{-34}$ m⁶/(J s). Then

$$s_{\max}=\frac{(1.844\times10^{-34})(1.50\times10^{9})^4}{4\,(1.707\times10^{11})^2(5.0\times10^{-9})^2(1.20)}=2.67\times10^{-4}\ \text{s}^{-1}.$$

The corrected surface energy raises this to $2.77\times10^{-4}$ s⁻¹, in agreement with the full $G$. The ripple grows by a factor $e$ in about 60 minutes.

For the half-space, (6) vanishes at $k=2\Lambda/h$ and is largest at three quarters of that value, where it equals $\tfrac{27}{16}\Lambda^3M\sigma^2/(E'h^3)$. Here the critical wavelength is 286 nm, the fastest is 381 nm, and the largest rate is $5.4\times10^{-6}$ s⁻¹. The plate is faster by a factor of 51. The long-wave formula (7) gives the ratio $4/(27\Lambda^2)=49$.

At equal wavelength, the elastic part of the rate separates the two laws:

| Wavelength (nm) | Plate (s⁻¹) | Half-space (s⁻¹) |
|---|---|---|
| 2000 | $4.80\times10^{-6}$ | $1.51\times10^{-7}$ |
| 1000 | $1.92\times10^{-5}$ | $1.21\times10^{-6}$ |
| 500 | $7.70\times10^{-5}$ | $9.65\times10^{-6}$ |

Each halving of the wavelength multiplies the first column of rates by 4 and the second by 8. At 500 nm capillarity lowers the plate's net rate to $7.15\times10^{-5}$ s⁻¹, a loss of 7 %, so the net rate already departs from a pure $k^2$ law.

## (f) The competing bending ripple

*Suppose instead that the faces stay parallel, $y=\pm h+a\cos kx$. Is the thickness ripple the faster of the two?*

**Solution.** The Airy function is now odd in $y$, $\phi=(A\sinh ky+By\cosh ky)\cos kx$, with the same conditions at the top face. Zero $\sigma_{yy}$ gives $A=-Bh\coth q$. The shear condition becomes

$$B\left[\cosh q-\frac{q}{\sinh q}\right]=-\sigma a .$$

The face stress is $2kB\sinh q\cos kx$, which has the form (4) with $G$ replaced by

$$G_b=\frac{4q\sinh^2q}{\sinh2q-2q}\;\to\;\frac{4q^3}{4q^3/3}=3\qquad(q\to0).$$

At the bottom face both the outward displacement and the stress change have the opposite sign, so both faces evolve together. For long waves, small-strain theory thus gives the bending ripple three times the elastic drive of the thickness ripple.

That theory omits the straightening of a wavy plate by its tension. Let the plate deflect by $W\cos kx$. With bending stiffness $D=\tfrac23E'h^3$ and $N=2h\sigma$, beam balance reads

$$Dk^4W+Nk^2(a+W)=0,\qquad\text{so}\qquad a+W=\frac{a}{1+N/(Dk^2)} .$$

The bending moment is $N$ times the remaining offset $a+W$, so the drive falls by the same factor. With $e=\sigma/E'$, $N/(Dk^2)=3e/q^2$ and

$$G_b\simeq\frac{3}{1+3e/q^2}.\tag{8}$$

At $e=0.001$ and $q^2=3e$, (8) predicts 1.5. The elastic equations with the prestress included give 1.5015.

The capillary term is the same for both ripples in this model, because $\gamma$ does not depend on strain and elastic deflection then costs no surface energy. The ripple with the larger drive therefore grows faster at a given $k$. By (8), the thickness ripple wins when $3e/q^2>2$, that is, for $kh<\sqrt{3e/2}$.

In the example $e=0.879$ %, and the crossover lies at 274 nm by this estimate and at 276 nm by the prestressed equations. The fastest thickness ripple, at 186 nm, lies on the wrong side of it. The fastest bending ripple has a wavelength of 113 nm and a rate of $1.27\times10^{-3}$ s⁻¹, 4.6 times the largest thickness rate. Equation (7) therefore gives the fastest thickness ripple among those that vary along $x$ only, not the fastest ripple of the plate.

The restriction to $x$ matters if $\sigma_{zz}=0$ initially. For a long thickness ripple whose wavevector makes an angle $\theta$ with $x$, the normal stress $\sigma\cos^2\theta$ and the shear stress $\sigma\sin\theta\cos\theta$ on sections across the wavevector both vary as $1/H$. The elastic drive is then multiplied by $\cos^4\theta+\frac{2}{1-\nu}\sin^2\theta\cos^2\theta$, which exceeds 1 at small angles when $\nu>0$. For $\nu=0.25$ the factor peaks at $16/15$ near $\theta=27^\circ$, so by (7) the largest thickness rate rises by about 14 %; the full elastic solution for the example gives 13 %.

## (g) How far does this describe a real membrane?

*Judge the example as a model of a strained silicon membrane.*

**Solution.** The parameters are rough values for a thin silicon membrane. The plate is 10 nm thick and strained by about 0.9 %. The least certain input is $D_s$, which may be wrong by orders of magnitude. The rates scale with it in proportion, while the wavelengths and the ratios between rates do not depend on it.

The assumption most likely to fail is that of a surface which accepts atoms anywhere. On a perfect facet, growth of a crest requires a new island. An island of radius $r$ and step height $d$ costs $2\pi r\beta-\pi r^2dg$, where $\beta$ is the step energy per length and $g$ the energy gained per volume. The maximum, at $r=\beta/(dg)$, is $\pi\beta^2/(dg)$. At the fastest wavelength and $a=1$ nm, with $\beta=0.030$ eV/nm and $d=0.14$ nm, and with $g$ taken at the top of the crest relative to the mean level of the face, this barrier is about 2.5 eV, or 26 times the thermal energy. The critical radius is then about 26 nm. This is only a rough estimate. It treats $g$ as uniform over the island, although $g$ falls away from the crest; allowing for that raises the barrier to about 2.8 eV and elongates the island along the crest. Atoms supplied from the troughs would gain twice as much energy, which halves the barrier, and the continuum capillary term included in $g$ may not apply to a facet. Since the nucleation rate depends exponentially on the barrier, these numbers do not settle whether nucleation limits the growth, and (5) cannot be relied on for a perfect facet. The continuum law needs a surface that is rough, or one whose miscut already supplies steps.

Other omissions change the numbers less:

- **Surface stress.** A surface stress $f$ on each face changes the force balance to $N=2h\sigma+2f$. For $f=1.0$ N/m, $f/h=0.20$ GPa. If 1.50 GPa were the applied force divided by the thickness, the bulk tension would be 1.30 GPa. By (7), $s_{\max}$ would fall by the factor $(1.30/1.50)^4=0.56$.
- **Elastic anisotropy.** For faces normal to a cube axis, rough cubic constants give $E'=141$ GPa along a cube axis and 170 GPa along a face diagonal. At fixed $\sigma$, $h$, $\gamma$ and $M$, the largest rate differs by a factor of 1.45.
- **Finite strain.** Including the prestress in the elastic equations, with the elastic constants referred unchanged to the stressed state, changes the drive of the thickness ripple by $-0.85$ %. This figure depends on the stress–strain law assumed: a law linear in Green strain with the same constants gives $-2.6$ %, and literature third-order constants of silicon give about $-0.3$ % along a cube axis and $+5$ % along a face diagonal. The largest rates go roughly as the square of the drive and are uncertain by about 10 %. Along a face diagonal the fastest bending wavelength and the crossover of part (f) move to about 110 nm and 266 nm, while the ratio of the largest rates stays between 4.6 and 4.7.
- **Finite amplitude.** In the long-wave limit and at fixed load, $w$ is a constant plus a term proportional to $H^{-2}$, and $(1+\xi)^{-2}=1-2\xi+3\xi^2-4\xi^3+\dots$ with $\xi=(a/h)\cos kx$. Since $\cos^3$ contains $\tfrac34\cos$, the drive grows by the factor $1+\tfrac32(a/h)^2$, or 6 % at $a=0.2h$. At the fastest wavelength capillarity cancels half the drive, so for a face that is a pure cosine the net rate rises by about 12 %; the full elastic calculation on that shape gives 12.7 %. A growing ripple does not stay a pure cosine. The term $3\xi^2$ generates a second harmonic, of amplitude about $-0.6\,a^2/h$ at the fastest wavelength, which feeds back at the same order and turns the factor into $1+\tfrac{12}{5}(a/h)^2$. Integrating the long-wave equation from a small ripple up to $a=0.2h$ gives a net rate higher by about 23 %.

The plate must also keep its tension. A dislocation threading it feels a resolved stress of about $\tau=\sigma/\sqrt6$. As it glides with slip $b$, $\tau$ does work of about $2h\tau b$ per length of glide, while a surface step forms on each face. Counting each step as a new strip of surface of width $b$ gives a cost of $2\gamma b$ for the two, which is far more than the step energy $\beta$ used above would give. The ratio of work to step cost is therefore at least about $\tau h/\gamma=2.6$. A dislocation already present could therefore run. Between fixed grips a distance $L$ apart, one passage relieves a strain of at most $b/L$, so a large loss of tension in a membrane many micrometres long takes many dislocations. At fixed load the plate would lengthen instead. The example presumes a membrane in which such glide does not occur. The remaining computed values are in the numerical output.

## Table of computed values

```
TESTS
largest relative error of growth law: 1.5e-06
power of k, thin plate (kh 0.01-0.02): 2.0003
power of k, thick plate (kh 8-16): 3.0000
half-space coefficient (expected 2): 2.00000
error of stress*thickness = const, a=0.3h: 1.0e-04
coefficient of q^2 in G, at q=0.1: 0.6671
bending drive, small strain, q=0.1: 3.0040
bending drive, e=0.001, q^2=3e (beam 1.5): 1.5015
INPUTS (rough)
half-thickness h: 5.0 nm; tension: 1.50 GPa
E: 160 GPa; nu: 0.25; E': 170.7 GPa
gamma: 1.20 J/m^2; temperature: 1100 K
D_s: 1.0e-15 m^2/s; n_s: 7.0e+18 1/m^2
atomic volume: 0.020 nm^3; M: 1.844e-34 m^6/(J s)
THICKNESS MODE
Lam: 0.0549; strain e: 0.879 %
critical wavelength, long-wave: 134.0 nm
critical wavelength, full G: 131.6 nm
fastest wavelength, long-wave: 189.6 nm
fastest wavelength, full G: 186.0 nm; kh: 0.1689
largest rate, long-wave: 2.670e-04 1/s
largest rate, with gamma(1-2Lam/3): 2.772e-04 1/s
largest rate, full G: 2.772e-04 1/s
e-folding time, full G: 60.1 min
HALF-SPACE, SAME MATERIAL
critical wavelength: 286.0 nm
fastest wavelength: 381.3 nm
largest rate: 5.439e-06 1/s; plate/half: 51.0
ELASTIC PART OF RATE: wavelength, plate, half-space, net plate
2000 nm: 4.799e-06, 1.507e-07, 4.777e-06 1/s
1000 nm: 1.920e-05, 1.206e-06, 1.886e-05 1/s
500 nm: 7.697e-05, 9.647e-06, 7.145e-05 1/s
NEGLECTED EFFECTS
finite strain changes elastic drive by: -0.85 %
bending mode, fastest wavelength: 112.6 nm
bending mode, largest rate: 1.271e-03 1/s; ratio: 4.59
thickness drive larger above: 276.3 nm
same, beam estimate: 273.6 nm
rate at a=0.2h over small-amplitude rate: 1.127
surface stress taken: 1.0 N/m; f/h: 0.20 GPa
surface stress*strain/gamma: 0.73 %
E' along 100, 110: 141, 170 GPa
largest-rate ratio 100/110: 1.45
dislocation line energy across plate: 295 eV
glide work / surface-step cost: 2.55
step energy taken: 0.030 eV/nm
island barrier on facet, a=1 nm: 2.45 eV
thermal energy: 0.0948 eV; ratio: 26
```
